# Recovering the permittivity of oxidised silicon by immersion ellipsometry

## Problem

A silicon wafer carries a transparent oxide of unknown thickness $d$. It is immersed in a transparent liquid whose refractive index equals that of the oxide, $n_a=n_{ox}=1.46$, at the wavelength $\lambda=632.8$ nm (photon energy 1.9593 eV). Light enters and leaves the cell at normal incidence on its windows and meets the wafer at $\theta=65^\circ$, measured inside the liquid. The ellipsometer reads

$$\psi=7.120^\circ,\qquad \Delta=178.683^\circ .$$

(a) Show that these readings do not depend on $d$, and verify it numerically for oxides up to 500 nm thick.

(b) Find the permittivity of the silicon.

The readings are calculated for a model wafer, whose silicon index is withheld until the end so that the answer can be compared with it.

**Conventions.** Fields vary as $e^{+i\omega t}$, so an absorbing medium has $N=n-ik$ and $\varepsilon=N^2=\varepsilon_1-i\varepsilon_2$. The instrument measures

$$\rho=\frac{r_p}{r_s}=\tan\psi\,e^{i\Delta},$$

where $r_s$ is a ratio of electric amplitudes and $r_p$ a ratio of magnetic amplitudes. At normal incidence this gives $r_p=-r_s$. All media are isotropic and uniform, the silicon is thick, and the interfaces are flat and sharp.

## A tempting solution

"The liquid makes the oxide invisible, so the instrument sees bare silicon. For a bare surface there is a closed formula,

$$\varepsilon=\sin^2\theta\left[1+\tan^2\theta\,x^2\right],\qquad x=\frac{1-\rho}{1+\rho}.$$

The readings give $x^2=1.652123-0.019274i$. With $\sin^2\theta=0.821394$ and $\tan^2\theta=4.598910$,

$$\varepsilon=0.821394\,[\,1+4.598910\,(1.652123-0.019274i)\,]=7.062-0.073i .$$

The silicon therefore has $n\approx2.66$."

## Where it fails

The first sentence is sound, but the formula belongs to bare silicon in air. Matching removes the boundary between liquid and oxide; it does not remove the liquid. The light still strikes the silicon from a medium of index 1.46.

The numbers show the difference. For the model wafer without any oxide, the calculated readings in air are $\psi=17.745^\circ$, $\Delta=179.562^\circ$. In the liquid they are $7.120^\circ$ and $178.683^\circ$. The second pair cannot be put into a formula made for the first.

## Solution of (a): why the thickness drops out

**One interface.** Let $u$ be the field component parallel to the surface and perpendicular to the plane of incidence: $E$ for s, $H$ for p. Let $k_0q$ be the normal component of the wavevector, with $k_0=2\pi/\lambda$. Maxwell's equations make $u$ continuous. They also make continuous its normal derivative for s, and that derivative divided by $\varepsilon$ for p, since these are proportional to the other tangential field. With

$$Y=q\ \text{(s)},\qquad Y=q/\varepsilon\ \text{(p)},$$

a wave of unit amplitude going from medium 0 to medium 1 obeys

$$1+r_{01}=t_{01},\qquad Y_0(1-r_{01})=Y_1t_{01}.$$

Hence

$$r_{01}=\frac{Y_0-Y_1}{Y_0+Y_1},\qquad t_{01}=\frac{2Y_0}{Y_0+Y_1}.$$

Exchanging the media gives $r_{10}=-r_{01}$ and

$$t_{01}t_{10}=\frac{4Y_0Y_1}{(Y_0+Y_1)^2}=1-r_{01}^2 .$$

**The film.** Label liquid, oxide and silicon 0, 1 and 2. One passage down and up through the oxide multiplies the wave by

$$E=e^{-2i\beta},\qquad \beta=\frac{2\pi d}{\lambda}\,n_{ox}\cos\theta_{ox}.$$

Adding the waves that leave after one, two and more round trips gives a geometric series with ratio $r_{10}r_{12}E=-r_{01}r_{12}E$:

$$r=r_{01}+\frac{t_{01}t_{10}\,r_{12}E}{1+r_{01}r_{12}E}
=\frac{r_{01}+r_{01}^2r_{12}E+(1-r_{01}^2)r_{12}E}{1+r_{01}r_{12}E}
=\frac{r_{01}+r_{12}E}{1+r_{01}r_{12}E}.$$

**The match.** If $n_a=n_{ox}$, Snell's law gives $\theta_{ox}=\theta$. Then $q$ and $\varepsilon$ are the same on both sides, so $Y_0=Y_1$ and $r_{01}=0$ for both polarisations. What remains is

$$r_p=r_{12}^{p}E,\qquad r_s=r_{12}^{s}E,\qquad \rho=\frac{r_{12}^{p}}{r_{12}^{s}} .$$

The thickness is still present in each amplitude, as a phase. It cancels in the ratio because an isotropic film has the same $\beta$ for p and s. In a birefringent film the two phases would in general differ, and the cancellation would fail.

**Numerical verification.** Maxwell's equations were integrated through the layers directly, without the film formula. All angles are in degrees.

| $d$ (nm) | air: $\psi$, $\Delta$ | liquid: $\psi$, $\Delta$ | $2\beta$ in liquid |
|---|---|---|---|
| 0 | 17.745, 179.562 | 7.120, 178.683 | 0.00 |
| 2 | 17.761, 176.455 | 7.120, 178.683 | 1.40 |
| 10 | 18.086, 164.208 | 7.120, 178.683 | 7.02 |
| 50 | 24.401, 117.125 | 7.120, 178.683 | 35.10 |
| 100 | 41.741, 97.774 | 7.120, 178.683 | 70.20 |
| 200 | 31.317, 258.271 | 7.120, 178.683 | 140.41 |
| 500 | 24.944, 244.624 | 7.120, 178.683 | 351.02 |

In the liquid, $\rho$ changes by less than $10^{-10}$ over these thicknesses, while each amplitude turns through the phase in the last column. In air, the readings vary strongly and repeat when $2\beta$ grows by $2\pi$. Since $n_{ox}\cos\theta_{ox}=\sqrt{n_{ox}^2-\sin^2\theta}$ in air, the period is

$$\frac{\lambda}{2\sqrt{n_{ox}^2-\sin^2\theta}}=276.42\ \text{nm}.$$

## Solution of (b): the permittivity

Write $s=\sin\theta$, $c=\cos\theta$, $e=\varepsilon_{Si}/\varepsilon_a$ and $q=\sqrt{e-s^2}$, so that from here on $q$ is measured in units of $n_a$. The root with negative imaginary part makes the wave decay into the silicon. The interface formula gives

$$r_{12}^s=\frac{c-q}{c+q},\qquad r_{12}^p=\frac{c-q/e}{c+q/e}=\frac{ec-q}{ec+q}.$$

Insert $e=q^2+s^2$ and use $s^2+c^2=1$:

$$ec-q=q^2c+s^2c-q(s^2+c^2)=(qc-s^2)(q-c),$$
$$ec+q=q^2c+s^2c+q(s^2+c^2)=(qc+s^2)(q+c).$$

In the ratio, $(q-c)/(c-q)=-1$ and the factors $q+c$ cancel, leaving

$$\rho=\frac{s^2-qc}{s^2+qc}.$$

Therefore $1-\rho=2qc/(s^2+qc)$ and $1+\rho=2s^2/(s^2+qc)$, so that

$$x=\frac{1-\rho}{1+\rho}=\frac{qc}{s^2},\qquad q^2=\frac{s^4x^2}{c^2}=\sin^2\theta\tan^2\theta\,x^2 .$$

Since $\varepsilon_{Si}=\varepsilon_a(q^2+s^2)$,

$$\boxed{\varepsilon_{Si}=\varepsilon_a\sin^2\theta\left[1+\tan^2\theta\left(\frac{1-\rho}{1+\rho}\right)^2\right]}$$

Only $x^2$ enters, so no root has to be chosen. Setting $\varepsilon_a=1$ gives the formula of the tempting solution, whose result was too small by the factor $\varepsilon_a=1.46^2=2.1316$.

The readings give

$$\rho=\tan(7.120^\circ)\,e^{i\,178.683^\circ}=-0.124878+0.002871i,$$
$$x=\frac{1.124878-0.002871i}{0.875122+0.002871i}=1.285371-0.007497i,$$
$$x^2=1.652123-0.019274i .$$

The prefactor is $2.1316\times0.821394=1.75088$, so

$$\varepsilon_1=1.75088\,(1+4.598910\times1.652123)=15.054,$$
$$\varepsilon_2=1.75088\times4.598910\times0.019274=0.155 .$$

The square root of $\varepsilon$ gives $n=3.880$ and $k=0.020$. The model wafer was given $N=3.88-0.02i$, that is $\varepsilon=15.0540-0.1552i$. The agreement confirms the inversion; it does not measure the accuracy of an experiment.

Immersion matters even for a very thin oxide. If 2 nm of oxide is ignored in air, the bare-surface formula returns $\varepsilon_1=14.97$ and $\varepsilon_2=1.25$. The real part is nearly right, but $\varepsilon_2$ is about eight times the true value.

## When the match is imperfect

Let the liquid index exceed that of the oxide by $\delta=0.001$. To first order in $r_{01}$ the film formula becomes

$$\frac{r}{r_{12}E}\approx1+r_{01}\left(\frac{1}{r_{12}E}-r_{12}E\right).$$

Silicon absorbs weakly here, so $r_{12}$ is nearly real. The imaginary part of the bracket is then $\sin2\beta\,(1/r_{12}+r_{12})$, and the phase of $\rho$ shifts by

$$\delta\Delta\approx\sin2\beta\left[r_{01}^p\left(\frac1{r_{12}^p}+r_{12}^p\right)-r_{01}^s\left(\frac1{r_{12}^s}+r_{12}^s\right)\right].$$

For a small index step,

$$r_{01}^s\approx\frac{\varepsilon_a-\varepsilon_{ox}}{4\varepsilon_ac^2}\approx\frac{\delta}{2n_ac^2}=0.00192 .$$

The expression for $\rho$ at one interface, with $q\approx c$, gives $r_{01}^p\approx(s^2-c^2)\,r_{01}^s=0.00123$. The calculated reflectances $|r_p|^2=0.00788$ and $|r_s|^2=0.505$ give $r_{12}^p\approx0.089$ and $r_{12}^s\approx-0.711$. The minus sign follows from $q>c$, and $r_{12}^p$ is positive because $\rho$ is close to a negative number. The square bracket is then about $0.014+0.004=0.018$ rad. Since $\sin2\beta$ runs from $-1$ to $1$, $\Delta$ should swing by twice this, $0.036$ rad or about $2.1^\circ$. Most of this comes from the small $r_{12}^p$ in a denominator.

The full calculation, in 5 nm steps from 0 to 500 nm, gives a swing of $2.10^\circ$ in $\Delta$ and $0.21^\circ$ in $\psi$. If the analyst still assumes a perfect match, the largest errors are 0.22 in $\varepsilon_1$ (1.5% of its value) and 0.12 in $\varepsilon_2$ (79% of its value). With a rough coefficient of $-4\times10^{-4}$ per K, cooling the liquid by 2.5 K is enough to cause this mismatch.

## What constant readings do not prove

Suppose a thin layer lies between oxide and silicon. The argument of part (a) still holds if $r_{12}$ is replaced by the reflection amplitude of everything below the oxide. The readings remain independent of $d$, but they no longer belong to bare silicon.

For a layer 0.5 nm thick of index 2.0, the calculation gives $\psi=7.127^\circ$ and $\Delta=176.836^\circ$ at every oxide thickness tested. The inversion then changes $\varepsilon_1$ by only $-0.0065$ but $\varepsilon_2$ by $+0.218$, more than its true value. The reason can be seen in the readings. If silicon did not absorb, $q$ and $\rho$ would be real, and $\Delta$ would be $180^\circ$ at this angle, which lies below the Brewster angle of about $69^\circ$ in the liquid. Nearly all the information on $\varepsilon_2$ thus lies in a departure of $1.317^\circ$, and the layer alone shifts $\Delta$ by $1.847^\circ$.

Smaller faults, each taken alone with a perfect match, give these errors:

| Fault | in $\varepsilon_1$ | in $\varepsilon_2$ |
|---|---|---|
| true angle $0.01^\circ$ larger | $-0.0146$ | $-0.0002$ |
| windows add $0.1^\circ$ to $\Delta$ | $+0.0004$ | $-0.0118$ |
| $\psi$ read $0.01^\circ$ high | $+0.0096$ | $+0.0003$ |
| $\Delta$ read $0.01^\circ$ high | $0.0000$ | $-0.0012$ |

**Beside a real wafer.** The indices used for silicon and oxide are rough typical values for red light and thermally grown oxide. The assumption of a sharp interface can badly damage $\varepsilon_2$: a real one has a transition region, for which the 0.5 nm layer is a rough stand-in. Stress can also make the oxide slightly birefringent, which the figures above leave out. If its indices along and normal to the surface differ by 0.001, the error depends on the thickness. In $\varepsilon_2$ it is below 0.02 for a 10 nm oxide but reaches 0.12 to 0.16, comparable with $\varepsilon_2$ itself, for oxides up to 500 nm. In $\varepsilon_1$ it can reach 0.24. For an isotropic oxide, $\varepsilon_1$ can be found to a percent or two if the liquid index is matched to 0.001 and the angle inside the liquid is known to about $0.05^\circ$; each $0.1^\circ$ of angle error adds about 1%. A trustworthy $\varepsilon_2$ at this wavelength needs a closer match and separate knowledge of the interface and of any birefringence in the oxide. The numerical output below lists the calculated values for the isotropic oxide.

## Table of computed values

```
wavelength 632.8 nm, photon energy 1.9593 eV
angle of incidence 65.0 deg
index of oxide 1.46, of liquid 1.46
silicon n = 3.88, k = 0.02
silicon input eps1 = 15.0540, eps2 = 0.1552
bare Si in liquid: |r_p|^2 = 0.00788, |r_s|^2 = 0.50499
d (nm) | air psi, Delta (deg) | liquid psi, Delta (deg) | 2 beta (deg)
   0 |  17.745  179.562 |   7.120  178.683 |     0.00
   2 |  17.761  176.455 |   7.120  178.683 |     1.40
  10 |  18.086  164.208 |   7.120  178.683 |     7.02
  50 |  24.401  117.125 |   7.120  178.683 |    35.10
 100 |  41.741   97.774 |   7.120  178.683 |    70.20
 200 |  31.317  258.271 |   7.120  178.683 |   140.41
 500 |  24.944  244.624 |   7.120  178.683 |   351.02
largest change of rho in liquid below 1e-10: True
thickness period in air 276.42 nm
readings: psi = 7.120 deg, Delta = 178.683 deg
eps_a = 2.1316, sin^2 = 0.821394, tan^2 = 4.598910
rho = -0.124878+0.002871j
x = (1-rho)/(1+rho) = 1.285371-0.007497j
x^2 = 1.652123-0.019274j
recovered eps1 = 15.0540, eps2 = 0.1552
recovered n = 3.8800, k = 0.0200
air, 2 nm oxide ignored: eps1 = 14.9727, eps2 = 1.2516
liquid index too high by 0.001; rough dn/dT -0.0004 per K: -2.5 K
  spread over 0-500 nm: psi 0.2134 deg, Delta 2.1045 deg
  no oxide: error eps1 -0.0206, eps2 -0.0002
  largest error, 0-500 nm: eps1 0.2230, eps2 0.1220
interface layer 0.5 nm, index 2.0: psi = 7.127 deg, Delta = 176.836 deg at every d
  interface layer: error eps1 -0.0065, eps2 +0.2177
true angle larger by 0.01 deg: error eps1 -0.0146, eps2 -0.0002
window adds 0.1 deg to Delta: error eps1 +0.0004, eps2 -0.0118
psi read 0.01 deg too high: error eps1 +0.0096, eps2 +0.0003
Delta read 0.01 deg too high: error eps1 +0.0000, eps2 -0.0012
```
